# Piezoelectric coupling of electrons to long sound waves in zincblende crystals, part 2

An electron of charge $-e$ couples to long sound waves in a zincblende crystal (point group $T_d$, lattice constant $a$). Units are SI, with $x,y,z$ along the cube axes. A wave $\mathbf u\,e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf n=\mathbf q/q$, has strain $S_{jk}$ and engineering strain $S_4=2S_{yz}$. At zero macroscopic field it induces a polarization $\mathbf P$, with $P_x=e_{14}S_4$ and cyclically. Without free carriers, the potential $\varphi$ of the field $\mathbf E=-\nabla\varphi$ obeys $\varepsilon q^2\varphi+i\mathbf q\cdot\mathbf P=0$, with $\varepsilon$ the permittivity.

The electron energy is $-e\varphi$. Branch $\lambda$ has speed $v_\lambda$, frequency $\omega=v_\lambda q$ and real unit polarization $\boldsymbol\xi_\lambda$, the same for $\pm\mathbf q$. In volume $V$ at density $\rho$, the one-phonon amplitude is $u_0=\sqrt{\hbar/2\rho V\omega}$, and the vertex is $g_\lambda$:

$$\boldsymbol\gamma=2e_{14}\mathbf w,\quad \mathbf w=(n_yn_z,\;n_zn_x,\;n_xn_y),\qquad g_\lambda=-\frac{e\,e_{14}}{\varepsilon}A_\lambda\sqrt{\frac{\hbar}{2\rho Vv_\lambda q}},\quad A_\lambda=2\,\mathbf w\cdot\boldsymbol\xi_\lambda .$$

So $g\propto q^{-1/2}$ at fixed $\mathbf n$ where $A\ne0$. The field also stiffens the lattice. With elastic constants $C$ at zero field,

$$\rho v^2\xi_j=\left(C_{jklm}n_kn_m+\frac{\gamma_j\gamma_l}{\varepsilon}\right)\xi_l ,$$

and to first order

$$\frac{\delta v}{v}\simeq\frac{K^2}{2},\qquad K^2=\frac{e_{14}^2A^2}{\varepsilon\rho v^2}.$$

In an elastically isotropic medium the waves, before stiffening, are longitudinal (L) or transverse (T), and the averages over directions are

$$\Big\langle\sum_\lambda A^2_\lambda\Big\rangle=4\cdot3\cdot\frac1{15}=\frac45,\qquad \langle A_L^2\rangle=\frac{36}{105}=\frac{12}{35},\qquad \Big\langle\sum_TA_T^2\Big\rangle=\frac{28}{35}-\frac{12}{35}=\frac{16}{35}.$$

How the transverse sum splits depends on the basis. There, stiffening selects an uncoupled wave along $\mathbf n\times\mathbf w$ and one coupled transverse wave.

The potential was also tested on a real-space grid at two spacings, one half the other; the measure is the largest error relative to the largest $|\varphi|$. In the discussion of screening below, $n$ is the carrier density and $\mu$ the chemical potential.

The vertex above is divided by $\varepsilon$, but in a first-principles vertex the long-range part is divided by the electronic $\varepsilon_\infty$. Which $\varepsilon$ is meant?

**A.** Both statements hold, for different numerators. Let $\boldsymbol\delta$ be the shift of atom 2 relative to atom 1 beyond the uniform strain, $\Omega$ the cell volume, and $H$ the Hessian of the cell energy at zero field in the variables $(S,\boldsymbol\delta)$. The lattice polarization is $\mathbf P^{\rm lat}=e^{\rm cl}S+eZ^*\boldsymbol\delta/\Omega$, with the clamped-ion tensor $e^{\rm cl}$ and the Born charge $Z^*$ of atom 2; $Z^*$ and $H_{\delta\delta}$ are scalars by symmetry. Only the electrons remain to screen it: $\mathbf n\cdot(\varepsilon_0\varepsilon_\infty\mathbf E+\mathbf P^{\rm lat})=0$. Far below the optical frequency the inertia of $\boldsymbol\delta$ is negligible and the forces on it balance, $H_{\delta\delta}\boldsymbol\delta+H_{\delta S}S=eZ^*\mathbf E$, so

$$\boldsymbol\delta=\Lambda S+\frac{eZ^*}{H_{\delta\delta}}\mathbf E,\qquad \Lambda=-H_{\delta\delta}^{-1}H_{\delta S}.$$

Substituting,

$$\mathbf n\cdot\left[\varepsilon_0\Big(\varepsilon_\infty+\frac{e^2Z^{*2}}{\Omega\varepsilon_0H_{\delta\delta}}\Big)\mathbf E+\Big(e^{\rm cl}+\frac{eZ^*\Lambda}{\Omega}\Big)S\right]=0 .$$

The first bracket is $\varepsilon^S$, the static permittivity at constant strain, and the second is the relaxed-ion tensor. So $\varepsilon=\varepsilon_0\varepsilon^S$ goes with the relaxed-ion $e_{14}=e^{\rm cl}_{14}+eZ^*\Lambda_{14}/\Omega$, while $\varepsilon_\infty$ goes with the charge of the exact phonon eigenvector, which already contains the field-driven part of $\boldsymbol\delta$. The two parts of $e_{14}$ enter at the same order in $q$: the Born-charge term acts through a relative shift that is itself of order $qu$, and the clamped-ion term is the quadrupolar charge response of order $q^2u$. Keeping only dipoles leaves the exponent but changes the prefactor.

**Q.** I want to see that in a lattice, where nobody has put $e_{14}$ in by hand.

**A.** Take zincblende with $a=0.5$ nm, $\Omega=a^3/4=0.03125$ nm$^3$, masses 60 u at the origin and 80 u at $\tfrac a4(1,1,1)$, and central springs $k_1,k_2,k_3=100,10,5$ N/m to the first three shells; all are round model values. The ions carry $z_1=3$ and $z_2=1$. Each of the four bonds $\mathbf d$ per cell carries $z_b=-1$ at its midpoint, displaced by $\tfrac12(\mathbf u_1+\mathbf u_2)+\eta\,\hat{\mathbf d}\,\hat{\mathbf d}\cdot(\mathbf u_2-\mathbf u_1)$ with $\eta=0.5$, and $\varepsilon_\infty=8$.

The static constants follow from the geometry. The bonds are $\tfrac a4(s_x,s_y,s_z)$ with signs of product $+1$, and $\sum\hat{\mathbf d}\hat{\mathbf d}=\tfrac43\mathbb 1$, so $Z^*=z_2+z_b(2+\tfrac43\eta)=-1.6667$. Only shells 1 and 3 join the sublattices, with 4 and 12 springs, so $H_{\delta\delta}=\tfrac43k_1+4k_3=153.3$ N/m. A strain $S_4$ stretches a spring by $|\mathbf d|\hat d_y\hat d_zS_4$ and a shift $\delta_x$ by $\hat d_x\delta_x$, so the cross term is $\sum k|\mathbf d|\hat d_x\hat d_y\hat d_z$. In shell 1 each spring gives $\frac{\sqrt3a}{4}\,3^{-3/2}=\frac a{12}$, and four give $\frac a3$. Shell 3 is of the type $\tfrac a4(-1,-1,-3)$, with product $-3$ for all twelve because $T_d$ preserves $xyz$; each gives $\frac{\sqrt{11}a}4(-3)\,11^{-3/2}=-\frac{3a}{44}$, and twelve give $-\frac{9a}{11}$. Thus

$$\Lambda_{14}=-\frac{a\,(k_1/3-9k_3/11)}{H_{\delta\delta}}=-0.0954\ \text{nm}.$$

The ionic part is $e(-1.6667)(-0.0954\ \text{nm})/\Omega=0.815$ C/m$^2$. Under clamped strain only the $\eta$ term makes a dipole, $e\,z_b\eta\,(a/3)/\Omega=-0.427$ C/m$^2$. Their sum is $e_{14}=0.388$ C/m$^2$, and $\varepsilon^S=8+e^2(1.6667)^2/(\Omega\varepsilon_0\cdot153.3\ \text{N/m})=9.68$. The relaxed constants $C=(H_{SS}+H_{S\delta}\Lambda)/\Omega$ are $C_{11}=222$, $C_{12}=124$, $C_{44}=79.3$ GPa, and the density is 7439 kg/m$^3$.

The dynamic side uses none of these. A charge $ze$ displaced by $\mathbf u$ changes the density by $-ze\,\mathbf u\cdot\nabla\delta(\mathbf r-\mathbf r_0)$, so it contributes $-ize\,\mathbf q\cdot\mathbf u\,e^{-i\mathbf q\cdot\mathbf r_0}$ to the Fourier component. Collecting ions and bonds gives a charge density $\mathbf c(\mathbf q)\cdot\mathbf U/\Omega$ for the six atomic amplitudes $\mathbf U$. The field energy of this component adds $c_\alpha^*c_\beta/(\Omega\varepsilon_0\varepsilon_\infty q^2)$ to the spring force constants; the components at $\mathbf q+\mathbf G$, with $\mathbf G\neq0$ a reciprocal-lattice vector, are left out of the model, the springs standing for all short-range forces. The $6\times6$ problem is diagonalized, $\mathbf U_\kappa=\mathbf e_\kappa\sqrt{\hbar/2M_\kappa\omega}$, and $g=-e\,\mathbf c\cdot\mathbf U/(\Omega\varepsilon_0\varepsilon_\infty q^2)$. This normalizes to $V=\Omega$; a crystal of $N$ cells has $g/\sqrt N$. At $q=0.004$ nm$^{-1}$ along $(1,2,3)$:

| | T1 | T2 | L |
|---|---|---|---|
| $v$, both (km/s) | 2.708 | 3.153 | 5.843 |
| $\lvert g\rvert$ lattice (meV) | 170.42 | 385.89 | 323.40 |
| $\lvert g\rvert$ continuum, $\varepsilon^S$ | 170.42 | 385.89 | 323.40 |
| $\lvert g\rvert$ continuum, $\varepsilon_\infty$ | 204.4 | 466.8 | 391.6 |

In five directions the signed real part of the lattice vertex is tested against the stiffened continuum formula to $10^{-4}$ of the root-sum-square of the three vertices. The exponent between $q/2$ and $q$ along $(1,2,3)$ is $-0.5000$ for each branch. The $\varepsilon_\infty$ row is too large by 1.20, 1.21 and 1.21, near $9.68/8=1.21$; the ratios need not be equal, because $\varepsilon$ also enters the stiffening that fixes $v$ and $\boldsymbol\xi$. Both quasi-transverse modes couple here, since the elastic anisotropy already splits them and $\mathbf n\times\mathbf w$ is no longer an eigenvector.

**Q.** What happens in a direction where $A=0$? Exactly nothing?

**A.** That depends on the branch. If an operation of $T_d$ leaves $\mathbf q$ unchanged and the mode has no part invariant under it, the scalar $\varphi(\mathbf q)$ vanishes at every order. This is so for the transverse waves along $[100]$ (twofold axis), along $[111]$ (threefold axis) and for the $[110]$ wave polarized along $[1\bar10]$ (mirror $x\leftrightarrow y$). Otherwise the next order can appear. At fixed $\mathbf n$ put $s=iq$. The spring terms contain $q$ through $e^{s\,\mathbf n\cdot\mathbf d}$ with real coefficients. The charge vector is $\mathbf c=-es\,\mathbf f(s)$ with $\mathbf f$ a real power series, so $\mathbf c^*=es\,\mathbf f(-s)$ and $c^*_\alpha c_\beta/q^2=e^2f_\alpha(-s)f_\beta(s)$, again a real series. For a non-degenerate branch, perturbation theory then gives the eigenvector as a real series in $s$, and $\varphi\propto\mathbf c\cdot\mathbf U/q^2=e\,\mathbf f\cdot\mathbf U/s$. The $1/s$ term vanishes because the Born charges sum to zero. Hence $\varphi/u=b_0+ib_1qa+O((qa)^2)$ with real $b_0,b_1$. Where $b_0\neq0$ the modulus is corrected only at relative order $(qa)^2$. Where $b_0=0$ and $b_1\neq0$ the vertex is imaginary at leading order and scales as $q\cdot q^{-1/2}$. For the longitudinal wave along $[100]$ the lattice gives the exponent $+0.5000$, a real part tested to be below $10^{-3}$ of the imaginary part, and $|g|=0.19$ meV per cell at $q=0.04$ nm$^{-1}$.

This is the order and phase of the deformation potential, although the model holds only its electrostatic piece. For an isotropic band edge the energy shift is $\Xi\,\nabla\cdot\mathbf u$, so $g_{\rm DP}=i\,\Xi\,q\,u_0$ for $\boldsymbol\xi=\mathbf n$. Being in quadrature with the piezoelectric vertex, it adds to it in the squares, $|g|^2=g_{\rm PZ}^2+|g_{\rm DP}|^2$, with each term taken at its own leading order. The relative $(qa)^2$ correction to $g_{\rm PZ}^2$ has the same power of $q$ as $|g_{\rm DP}|^2$; dropping it requires $q_ca\ll1$ for the crossover $q_c$ found next. Setting $\Xi^2q^2=(e\,e_{14}/\varepsilon)^2\,12/35$ gives the crossover of the unscreened mean squares on the longitudinal branch,

$$q_c=\frac{e\,e_{14}}{\varepsilon\,\Xi}\sqrt{\frac{12}{35}} .$$

**Q.** The electrons you scatter are free carriers. They must screen a potential this long-ranged.

**A.** They do, and the law fails at the smallest $q$. Suppose the carriers follow the wave, which needs them much faster than sound and, when they collide within a wavelength, needs diffusion to outrun the wave, $Dq\gg v$ with $D$ their diffusion constant; suppose also that they respond locally, which needs $q$ below their typical wavevector. Their energy drops by $e\varphi$, so $\delta n=(\partial n/\partial\mu)\,e\varphi$ and the induced charge is $-e^2(\partial n/\partial\mu)\varphi\equiv-\varepsilon q_s^2\varphi$. Gauss's law becomes $\varepsilon q^2\varphi+i\mathbf q\cdot\mathbf P=-\varepsilon q_s^2\varphi$, so $g$ is multiplied by $q^2/(q^2+q_s^2)$; the grid solution with this term added is tested too, with errors $4.24\times10^{-3}$ and $2.72\times10^{-4}$ in the same measure. Ignoring the order-$K^2$ change of $v$, $g\propto q^{3/2}/(q^2+q_s^2)$. It goes as $q^{3/2}$ for $q\ll q_s$ as long as the carriers still follow the wave, and $\frac{d\ln g}{dq}=\frac3{2q}-\frac{2q}{q^2+q_s^2}=0$ gives $3q^2+3q_s^2=4q^2$, a peak at $q=\sqrt3\,q_s$. The power $-\tfrac12$ of the piezoelectric term holds in the window $q_s\ll q\ll1/a$; for the total longitudinal vertex it also needs $q\ll q_c$.

**Q.** Put numbers on it.

**A.** Take an isotropic model medium with $e_{14}=0.2$ C/m$^2$, $\varepsilon^S=10$, $\rho=5000$ kg/m$^3$, $v_L=5000$ m/s, $v_T=3000$ m/s, $\Xi=10$ eV and $q_s=0.02$ nm$^{-1}$. Then $e_{14}/\varepsilon=2.2588$ V/nm, and

$$\langle K_L^2\rangle=\frac{0.34286\times0.2\times2.2588\times10^9}{5000\times5000^2}=1.239\times10^{-3},\qquad \langle K_T^2\rangle=\frac{0.45714\times0.2\times2.2588\times10^9}{5000\times3000^2}=4.589\times10^{-3}.$$

Half of these, $6.20\times10^{-4}$ and $2.29\times10^{-3}$, match the diagonalized shifts $\langle\delta v/v\rangle=6.20\times10^{-4}$ and $2.29\times10^{-3}$. At $q=0.1$ nm$^{-1}$ the phonon energies are 0.329 and 0.197 meV, and $\sqrt V u_0=\sqrt{\hbar/2\rho vq}$ is $4.593\times10^{-3}$ nm$^{5/2}$ for L and $5.929\times10^{-3}$ nm$^{5/2}$ for T. The root-mean-square vertices are

$$\sqrt V|g_L|=2.2588\times\sqrt{0.34286}\times4.593\times10^{-3}\ \text{eV nm}^{3/2}=6.07\ \text{meV nm}^{3/2},$$

$$\sqrt V|g_T|=2.2588\times\sqrt{0.45714}\times5.929\times10^{-3}\ \text{eV nm}^{3/2}=9.05\ \text{meV nm}^{3/2},$$

the second being the transverse total. With stiffening kept they are 6.08 and 9.03, within 0.3% of the unstiffened values. The deformation term is $10\times0.1\times4.593\times10^{-3}$ eV nm$^{3/2}=4.59$ meV nm$^{3/2}$. At $q=0.01$ nm$^{-1}$ the piezoelectric values rise by $\sqrt{10}$ to 19.2 and 28.6, while the deformation term falls to 1.45. The crossover is $q_c=2.2588\times\sqrt{0.34286}/10=0.132$ nm$^{-1}$. The screening factor needs the conditions stated above. The carrier wavevector must exceed $0.1$ nm$^{-1}$; for a non-degenerate gas at 300 K this $q_s$ corresponds to $n=\varepsilon q_s^2k_BT/e^2=5.7\times10^{15}$ cm$^{-3}$. At $q=0.01$ nm$^{-1}$ the condition $Dq\gg v_L$ reads $D\gg5\times10^{-4}$ m$^2$/s, a mobility well above $0.02$ m$^2$/Vs at 300 K. For carriers that meet both, screening multiplies the vertices by $0.01/(0.01+0.0004)=0.9615$ at $q=0.1$ nm$^{-1}$, giving 5.84 and 8.71, and by $0.0001/(0.0001+0.0004)=0.2$ at $q=0.01$ nm$^{-1}$, giving 3.84 and 5.73 meV nm$^{3/2}$. The peak lies between the two, at $\sqrt3\times0.02=0.035$ nm$^{-1}$, and the numbers show that with such carriers present the vertex at the longer wavelength is the smaller one; carriers of lower mobility lag the wave and screen it less, and the order can then reverse. The program and its output follow.

## Computed values

```
Poisson grid, qs=0: rel. error N=24 3.68e-03, N=48 2.37e-04
Poisson grid, qs=3: rel. error N=24 4.24e-03, N=48 2.72e-04
<nx2 ny2> = 1/15, <nx2 ny2 nz2> = 1/105
<A_L^2> = 12/35 = 0.34286, <sum A_T^2> = 16/35 = 0.45714, total 4/5
T split: theta 4/21, phi 4/15; basis turned 45 deg: 8/35 and 8/35
direction (1, 0, 0): A_L^2 = 0.0000, sum A_T^2 = 0.0000
direction (1, 1, 0): A_L^2 = 0.0000, sum A_T^2 = 1.0000
direction (1, 1, 1): A_L^2 = 1.3333, sum A_T^2 = 0.0000
A: e14=0.2 C/m2, epsS=10.0, rho=5000 kg/m3, vL=5000, vT=3000 m/s
A: Xi=10.0 eV, qs=0.02 1/nm, e14/eps = 2.2588 V/nm
A: <K_L^2> = 1.23912e-03, <K_T^2> = 4.58934e-03, sum 5.82847e-03
A: stiffening <dv/v>: L 6.2031e-04, coupled T 2.2880e-03
A: stiffened <A^2>: T1 0.00000, T2 0.45584, L 0.34416
A: q=0.10 1/nm: hw_L=0.3291 meV, hw_T=0.1975 meV
   sqrtV*u0: L 4.5925e-03, T 5.9289e-03 nm^2.5
   rms sqrtV|g|: L 6.074, T 9.055, DP 4.593 meV nm^1.5
   stiffened: L 6.082, T 9.029 meV nm^1.5
   screening 0.9615: L 5.841, T 8.707 meV nm^1.5
A: q=0.01 1/nm: hw_L=0.0329 meV, hw_T=0.0197 meV
   sqrtV*u0: L 1.4523e-02, T 1.8749e-02 nm^2.5
   rms sqrtV|g|: L 19.208, T 28.634, DP 1.452 meV nm^1.5
   stiffened: L 19.232, T 28.551 meV nm^1.5
   screening 0.2000: L 3.842, T 5.727 meV nm^1.5
A: crossover q_c = 0.1323 1/nm
A: screened peak q = 0.0346 1/nm (q/qs = 1.7321), small-q exponent 1.5000
B: a=0.5 nm, M=60,80 u, k=[100.0, 10.0, 5.0] N/m, eps_inf=8.0
B: z=(3.0, 1.0), zb=-1.0, eta=0.5, Z2*=-1.6667 e, cell 0.03125 nm^3
B: rho=7439.2 kg/m3, H_dd=153.333 N/m, Lambda_14=-0.09536 nm
B: e14 clamped -0.4272, ionic 0.8148, total 0.3876 C/m2; epsS=9.6807
B: C11=222.12, C12=123.94, C44=79.32 GPa
B: Zener ratio 2C44/(C11-C12) = 1.6159
B: q=0.0040 1/nm along (1,2,3); modes T1 T2 L, V = one cell
   v lattice (km/s):   2.7083 3.1526 5.8434
   v continuum (km/s): 2.7083 3.1526 5.8434
   |g| lattice (meV):   170.4222 385.8886 323.3994
   |g| continuum (meV): 170.4222 385.8886 323.3993
   |g| with eps_inf, wrong (meV): 204.4266 466.8137 391.6382
   exponent dln|g|/dlnq: -0.5000 -0.5000 -0.5000
B: LA [100]: exponent 0.5000, |g|=0.1868 meV at q=0.040 1/nm
B: anisotropic <A^2>: quasi-L 0.3699, quasi-T sum 0.4301, total 0.8000
```
